# Many-Body Dispersion Energy of Coupled Dipole Oscillators as an RPA Log-Determinant

## Result

Charged harmonic oscillators at \(N\) fixed sites, with frequencies \(\omega_i\) and static polarizabilities \(\alpha_i\), are coupled through a dipole tensor \(T\). Their interaction energy is

\[
E=\frac12\sum_{k=1}^{3N}\bar\omega_k-\frac32\sum_{i=1}^{N}\omega_i
=\frac1{2\pi}\int_0^\infty du\,\ln\det\left[1+A(u)T\right],
\tag{1}
\]

where \(\bar\omega_k\) are the coupled mode frequencies and \(A(u)\) is diagonal, with entries \(\alpha_i\omega_i^2/(\omega_i^2+u^2)\), each repeated three times. The left form is the many-body dispersion energy and the right form is the RPA correlation energy. Both equal the exact interaction energy of this Hamiltonian, provided that

\[
1+B>0,\qquad B=a^{1/2}Ta^{1/2},
\tag{2}
\]

where \(a\) is the diagonal matrix of the \(\alpha_i\) and "\(>0\)" means positive definite. Hartree atomic units are used. An accompanying program checks the main steps numerically.

## Model and conventions

Oscillator \(i\) has charge \(q_i\), mass \(m_i\), displacement \(x_i\) and dipole \(d_i=q_ix_i\). A static field \(F\) displaces it by \(q_iF/(m_i\omega_i^2)\), so \(\alpha_i=q_i^2/(m_i\omega_i^2)\). The particles are distinguishable, and

\[
H_\lambda=\sum_i\left[\frac{p_i^2}{2m_i}+\frac{m_i\omega_i^2x_i^2}{2}\right]+\frac\lambda2\,d^{\mathsf T}Td,
\qquad
T_{ij}=\frac{1-3n_{ij}n_{ij}^{\mathsf T}}{R_{ij}^3}\ (i\ne j),\quad T_{ii}=0 .
\]

Here \(n_{ij}\) is the unit vector between the sites. The physical system has \(\lambda=1\). Another real symmetric \(T\) with zero diagonal blocks, such as a damped tensor, may replace the point-dipole one in everything except the explicit distance formulas.

Let \(\Omega\) be the diagonal matrix of the \(\omega_i\), each repeated three times, and \(S=a^{1/2}\Omega\). Define \(\xi_i=\operatorname{sgn}(q_i)\sqrt{m_i}\,x_i\) and \(\pi_i=\operatorname{sgn}(q_i)p_i/\sqrt{m_i}\), which keep the canonical commutators. Since \(|q_i|/\sqrt{m_i}=\sqrt{\alpha_i}\,\omega_i\), we have \(d=S\xi\) and

\[
H_\lambda=\tfrac12\pi^{\mathsf T}\pi+\tfrac12\xi^{\mathsf T}C_\lambda\xi,
\qquad
C_\lambda=\Omega^2+\lambda STS=\Omega(1+\lambda B)\Omega .
\tag{3}
\]

For \(0\le\lambda\le1\), \(1+\lambda B=(1-\lambda)1+\lambda(1+B)\). Condition (2) therefore makes \(C_\lambda\) positive definite on the whole path. If \(C_1\) had a negative eigenvalue, that mode would be an inverted oscillator with energy unbounded below; a zero eigenvalue would give a free coordinate without a normalizable ground state.

## From mode frequencies to the determinant

An orthogonal rotation of \(\xi\) and \(\pi\) diagonalizes \(C_\lambda\) and preserves the commutators. It leaves independent oscillators, so the ground-state energy is \(E_0(\lambda)=\frac12\operatorname{Tr}C_\lambda^{1/2}\). At \(\lambda=1\) the eigenvalues of \(C_1\) are \(\bar\omega_k^2\), and \(E=E_0(1)-E_0(0)\) is the left form of (1).

For positive \(p,s\), define

\[
I(p)=\int_0^\infty du\,\ln\frac{u^2+p^2}{u^2+s^2}.
\]

Then \(I(s)=0\) and \(I'(p)=\int_0^\infty 2p\,du/(u^2+p^2)=\pi\), so \(I(p)=\pi(p-s)\). Dividing by \(2\pi\) gives \((p-s)/2\), half a frequency difference. Pair the \(3N\) coupled frequencies with the \(3N\) uncoupled ones in any order and add:

\[
E=\frac1{2\pi}\int_0^\infty du\,\ln\frac{\det(u^2+C_1)}{\det(u^2+\Omega^2)} .
\]

Factor \(u^2+\Omega^2\) out of the numerator and use \(\det(1+XY)=\det(1+YX)\) with \(X=(u^2+\Omega^2)^{-1}ST\) and \(Y=S\):

\[
\frac{\det(u^2+C_1)}{\det(u^2+\Omega^2)}
=\det\left[1+(u^2+\Omega^2)^{-1}STS\right]
=\det\left[1+S(u^2+\Omega^2)^{-1}ST\right].
\]

The diagonal matrices commute and \(S^2=a\Omega^2\), so the factor before \(T\) is \(A(u)\). This proves (1).

## Why the RPA response is exact

Add a field term \(-d^{\mathsf T}F e^{ut}\) with \(u>0\), starting from the ground state in the distant past. The Heisenberg equations are \(\dot\xi=\pi\) and \(\dot\pi=-\Omega^2\xi-\lambda STd+SFe^{ut}\). Multiplying \(\ddot\xi\) by \(S\) gives

\[
\ddot d=-\Omega^2d-\lambda S^2Td+S^2Fe^{ut}.
\]

This equation is linear in the operators, so their expectation values obey it without any approximation. The ground state has \(\langle d\rangle=0\) by inversion of all coordinates. The driven solution is \(\langle d\rangle=\delta\,e^{ut}\), with

\[
(u^2+\Omega^2)\delta=S^2(F-\lambda T\delta)
\quad\Longrightarrow\quad
\delta=A(u)(F-\lambda T\delta).
\]

Each oscillator responds with its uncoupled polarizability to the applied field plus the field of the other average dipoles. Thus \(\delta=P_\lambda F\), with

\[
P_\lambda=(1+\lambda AT)^{-1}A .
\tag{4}
\]

The inverse exists because \(\det(1+\lambda AT)=\det(u^2+C_\lambda)/\det(u^2+\Omega^2)>0\).

In the usual sign convention \(\chi\) is the response to a potential \(V=-F\) that multiplies \(d\). Hence \(\chi_\lambda=-P_\lambda\), \(\chi_0=-A\), and (4) becomes

\[
\chi_\lambda=\chi_0+\lambda\chi_0T\chi_\lambda .
\]

This is the RPA equation. No exchange-correlation kernel has been dropped: for this Hamiltonian and this reference it is zero.

## The energy from the response

Let \(|n\rangle\) be the real eigenstates of \(H_\lambda\) and \(\Delta_n\) their energies above the ground state. To first order in the field, the amplitude \(c_ne^{ut}\) obeys \(iuc_n=\Delta_nc_n-\sum_j\langle n|d_j|0\rangle F_j\), so \(c_n=\sum_j\langle n|d_j|0\rangle F_j/(\Delta_n-iu)\). Adding the complex conjugate in \(\langle d_i\rangle\) gives

\[
[P_\lambda(u)]_{ij}=\sum_{n\ne0}\frac{2\Delta_n}{\Delta_n^2+u^2}\langle0|d_i|n\rangle\langle n|d_j|0\rangle .
\]

Since \(\int_0^\infty 2\Delta_n\,du/(\Delta_n^2+u^2)=\pi\) and \(\langle0|d|0\rangle=0\), completeness yields

\[
\langle dd^{\mathsf T}\rangle_\lambda=\frac1\pi\int_0^\infty du\,P_\lambda(u).
\tag{5}
\]

The Hellmann–Feynman theorem, equations (4) and (5), and the cyclic property of the trace give

\[
\frac{dE_0}{d\lambda}=\frac12\operatorname{Tr}\left[T\langle dd^{\mathsf T}\rangle_\lambda\right]
=\frac1{2\pi}\int_0^\infty du\,\operatorname{Tr}\left[(1+\lambda AT)^{-1}AT\right].
\]

The last trace is \(\frac{d}{d\lambda}\ln\det(1+\lambda AT)\). Integrating from \(\lambda=0\) to 1 returns (1), now reached through the response. The general RPA expression is

\[
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty du\,\operatorname{Tr}\left[\ln(1-\chi_0T)+\chi_0T\right].
\]

Here \(-\chi_0T=AT\), and \(\operatorname{Tr}(AT)=0\) because \(A\) is diagonal and \(T_{ii}=0\). The expression therefore reduces to the log-determinant.

Two conventions matter when the formula is carried over to other settings.

- If \(T\) has diagonal elements, the logarithm alone gives the whole energy shift. By (5) at \(\lambda=0\), the first-order energy is \(\frac12\operatorname{Tr}[T\langle dd^{\mathsf T}\rangle_0]=\frac1{2\pi}\int_0^\infty du\operatorname{Tr}(AT)\). The term \(+\chi_0T\) subtracts it and leaves the correlation part.
- The reference is the set of uncoupled oscillators, and only the coupling is scaled. The particle densities change with \(\lambda\), unlike in the density-fixed adiabatic connection of electronic structure theory.

The proof covers neither electrons nor oscillators coupled by the full Coulomb interaction.

## Equivalent RPA matrix form

With boson operators \(b_i\), \(d=D(b+b^\dagger)\), where \(D=(a\Omega/2)^{1/2}\). Put \(K=DTD\). At \(\lambda=1\) the commutators are

\[
[b,H]=\Omega b+K(b+b^\dagger),\qquad
[b^\dagger,H]=-\Omega b^\dagger-K(b+b^\dagger).
\]

Oscillation at frequency \(\varpi\), with amplitudes \(X\) for \(b\) and \(Y\) for \(b^\dagger\), requires

\[
\begin{pmatrix}\Omega+K&K\\-K&-\Omega-K\end{pmatrix}
\begin{pmatrix}X\\Y\end{pmatrix}=\varpi\begin{pmatrix}X\\Y\end{pmatrix}.
\]

The sum of the two rows is \(\Omega(X-Y)=\varpi(X+Y)\), and their difference is \((\Omega+2K)(X+Y)=\varpi(X-Y)\). Eliminate \(X-Y\) and set \(X+Y=\Omega^{1/2}Z\):

\[
\Omega^{1/2}(\Omega+2K)\Omega^{1/2}Z=\varpi^2Z .
\]

Since \(2\,\Omega^{1/2}K\Omega^{1/2}=STS\), the matrix on the left is \(C_1\). The positive roots are the \(\bar\omega_k\). Because \(\operatorname{Tr}K=0\), the plasmon formula \(\frac12[\sum_k\bar\omega_k-\operatorname{Tr}(\Omega+K)]\) equals \(E\).

## Pair and triple energies

When the spectral radius of \(B\) is below one, the logarithm may be expanded at every \(u\), because \(A(u)\le a\):

\[
E=\frac1{2\pi}\sum_{n\ge2}\frac{(-1)^{n+1}}n\int_0^\infty du\,\operatorname{Tr}(AT)^n .
\]

**Second order.** From \((1-3nn^{\mathsf T})^2=1+3nn^{\mathsf T}\), whose trace is 6, each pair contributes \(12A_iA_j/R_{ij}^6\) to \(\operatorname{Tr}(AT)^2\), where \(A_i\) is the scalar entry for site \(i\). The prefactor is \(-1/(4\pi)\). Partial fractions give \(\int_0^\infty du/[(u^2+p^2)(u^2+s^2)]=\pi/[2ps(p+s)]\), so

\[
E^{(2)}=-\frac32\sum_{i<j}\frac{\alpha_i\alpha_j\omega_i\omega_j}{(\omega_i+\omega_j)R_{ij}^6},
\]

the London energy.

**Third order.** A closed walk of three steps must visit three different sites, since \(T_{ii}=0\). Each triangle has six such walks with equal traces. With prefactor \(1/(6\pi)\), its energy is \(\frac1\pi\int_0^\infty du\,A_1A_2A_3\operatorname{tr}(T_{12}T_{23}T_{31})\). Let \(c_1,c_2,c_3\) be the cosines of the interior angles. Unit vectors taken in turn around the triangle have scalar products \(-c_i\), so the angular trace is

\[
3-9+9(c_1^2+c_2^2+c_3^2)+27c_1c_2c_3 .
\]

The angles add to \(\pi\), so \(c_3+c_1c_2=\sin\gamma_1\sin\gamma_2\), where \(\gamma_i\) is the angle with cosine \(c_i\). Squaring gives \(c_1^2+c_2^2+c_3^2=1-2c_1c_2c_3\), and the trace becomes \(3(1+3c_1c_2c_3)\). Hence

\[
E^{(3)}_{123}=C_9\frac{1+3c_1c_2c_3}{R_{12}^3R_{23}^3R_{31}^3},
\qquad C_9=\frac3\pi\int_0^\infty du\,A_1A_2A_3 ,
\]

the Axilrod–Teller energy. Since \(C_9>0\), it is positive when \(c_1c_2c_3>-1/3\), and it then falls as the inverse ninth power of the size when the triangle is expanded at fixed shape. This sign does not fix the direction of the force along each side, because changing one side also changes the angles.

## Numerical evaluation

With a frequency-independent \(T\), one diagonalization of \(C_1\) gives \(E\). For the integral, the map \(u=u_0(1+t)/(1-t)\), \(du=2u_0\,dt/(1-t)^2\), carries Gauss–Legendre nodes to the half-line. The program uses 100 nodes and \(u_0=0.5\) hartree. The first-order trace \(\operatorname{Tr}(AT)\) is zero at every \(u\). At large \(u\) the entries of \(A\) fall as \(u^{-2}\), so the leading term \(-\frac12\operatorname{Tr}(AT)^2\), and with it the integrand, falls as \(u^{-4}\).

A positive determinant does not establish stability, since an even number of negative eigenvalues also gives a positive sign. Check the lowest eigenvalue of \(1+B\), or attempt its Cholesky factorization.

## Worked example

Three model oscillators lie in the \(xy\) plane, with all parameters in atomic units:

- site 1: \(\alpha=10\), \(\omega=0.50\), at \((0,0)\)
- site 2: \(\alpha=12\), \(\omega=0.45\), at \((6,0)\)
- site 3: \(\alpha=15\), \(\omega=0.40\), at \((2,5)\)

The eigenvalues of \(B\) run from \(-0.1685\) to \(0.2112\). The system is stable and the expansion converges. The zero-point energies give

\[
E=2.02124546-2.02500000=-0.00375454\ \text{hartree}=-102.17\ \text{meV}.
\]

The log-determinant gives the same energy to the ten decimals printed.

The slope \(dE_0/d\lambda\) is \(0\), \(-3.757052\) and \(-7.498955\) millihartree at \(\lambda=0,\frac12,1\). Simpson's rule already gives

\[
\frac{0+4(-3.757052)-7.498955}{6}=-3.75453\ \text{millihartree}.
\]

For the pair 1–2, the London formula reads

\[
-\frac32\,\frac{10\cdot12\cdot0.50\cdot0.45}{0.95\cdot6^6}=-9.137\times10^{-4}\ \text{hartree}.
\]

In millihartree, the three pairs sum to \(-0.9137-2.0501-0.8296=-3.7934\). The triple term has \(C_9=451.4\) hartree bohr\(^9\) and adds \(+0.0685\). All orders from the fourth add \(-0.0296\), so the total is \(-3.7545\). The London sum alone overestimates the magnitude of the full energy by 1.0%. Adding the triple term alone overshoots: it gives \(-3.7250\), whose magnitude is 0.8% below that of the full energy, because in this example the orders from the fourth, taken together, have the opposite sign and partly cancel it. The fourth order alone gives \(-0.0308\), and all orders beyond it add \(+0.0013\).

The coupling raises \(\langle d_1\cdot d_1\rangle\) from \(7.5000\) to \(7.5455\) \(e^2\,\text{bohr}^2\), which shows that the density is not fixed along the path.

A check without normal modes uses the out-of-plane motion, which decouples because the sites lie in one plane. With its coupling enlarged fourfold, diagonalization in a number basis gives \(-0.009505612\) hartree, and so does the RPA integral. The program also tests the dipole fluctuations, and the response at \(u=0.3\) hartree, against (5) and (4).

## Where the result fails

**Instability.** For two equal oscillators the lowest eigenvalue of \(B\) is \(-2\alpha/R^3\), from in-phase motion along the axis. Condition (2) requires \(R^3>2\alpha\). For \(\alpha=10\) bohr\(^3\) the point-dipole model loses its ground state at \(R=2.714\) bohr. As this limit is approached from above, one \(\bar\omega_k\) tends to zero and the integrand acquires structure at \(u\sim\bar\omega_k\), which the quadrature must resolve.

**Anharmonic sites.** Take two particles of unit mass and charge in the potential \(x^2/2+gx^4\), coupled by \(cx_1x_2\). The force now contains \(-4gx^3\), and \(\langle x^3\rangle\) is not determined by \(\langle x\rangle\), so the argument leading to (4) breaks down. Let \(P(u)\) be the exact response of one isolated site. The RPA energy is

\[
E_{\rm RPA}=\frac1{2\pi}\int_0^\infty du\,\ln\left[1-c^2P(u)^2\right].
\]

With the spectral form of \(P\) and the partial-fraction integral above, its second-order part is

\[
-c^2\sum_{n,m\ne0}\frac{|\langle0|x|n\rangle|^2|\langle0|x|m\rangle|^2}{\Delta_n+\Delta_m},
\]

where states and gaps are those of one site. This is the exact second-order perturbation energy. Reversing the sign of \(x_1\) changes \(c\) to \(-c\), so odd orders vanish and an error can first appear at order \(c^4\).

For \(g=0.2\) and \(c=0.2\), diagonalization gives \(-0.00203387\) hartree and RPA gives \(-0.00203598\) hartree, an overestimate of the magnitude by 0.10%. Halving \(c\) reduces the error by a factor of 16.2, close to the \(2^4=16\) of a fourth-order error. With \(g=0\) and \(c=0.2\), both methods give \(-0.00506385\) hartree.

## Table of computed values

```
site 1: alpha = 10.0 bohr^3, omega = 0.50 hartree, x,y = 0.0, 0.0 bohr
site 2: alpha = 12.0 bohr^3, omega = 0.45 hartree, x,y = 6.0, 0.0 bohr
site 3: alpha = 15.0 bohr^3, omega = 0.40 hartree, x,y = 2.0, 5.0 bohr
pair 1-2: R = 6.0000 bohr, London energy = -9.1374e-04 hartree
pair 1-3: R = 5.3852 bohr, London energy = -2.0501e-03 hartree
pair 2-3: R = 6.4031 bohr, London energy = -8.2959e-04 hartree
eigenvalues of sqrt(a) T sqrt(a): lowest -0.1685, highest 0.2112 (no unit)
mode frequencies 1-3: 0.385351, 0.389960, 0.395214 hartree
mode frequencies 4-6: 0.440636, 0.447829, 0.453414 hartree
mode frequencies 7-9: 0.505723, 0.508306, 0.516058 hartree
half sum of coupled frequencies = 2.02124546 hartree
half sum of uncoupled frequencies = 2.02500000 hartree
ln det(1+AT) at u = 0.00 hartree: -6.721329e-02 (no unit)
ln det(1+AT) at u = 0.25 hartree: -3.883785e-02 (no unit)
ln det(1+AT) at u = 0.50 hartree: -1.328043e-02 (no unit)
ln det(1+AT) at u = 1.00 hartree: -1.894785e-03 (no unit)
energy from normal modes = -0.0037545404 hartree
energy from RPA log-determinant = -0.0037545404 hartree
same energy converted = -102.1662 meV
energy from coupling-strength integral = -0.0037545404 hartree
energy from plasmon formula = -0.0037545404 hartree
dE/dlam at lam = 0.0: 0.000000e+00 hartree
dE/dlam at lam = 0.5: -3.757052e-03 hartree
dE/dlam at lam = 1.0: -7.498955e-03 hartree
second order (London sum) = -3.793442e-03 hartree
C9 = 451.3932 hartree bohr^9
third order (Axilrod-Teller) = 6.846231e-05 hartree
fourth order alone = -3.082961e-05 hartree
all orders from the fourth = -2.956110e-05 hartree
site 1 <d.d>: uncoupled 7.500000, coupled 7.545499 e^2 bohr^2
out-of-plane modes, coupling factor 4.0, 12 levels per mode:
  energy, number basis = -0.009505612 hartree
  energy, RPA = -0.009505612 hartree
  <d1 d2>, number basis = -0.225514 e^2 bohr^2
  <d1 d2>, RPA = -0.225514 e^2 bohr^2
  response 1-2 at u = 0.3 hartree, number basis = -0.97796 bohr^3
  response 1-2 at u = 0.3 hartree, RPA = -0.97796 bohr^3
two equal sites, alpha = 10.0 bohr^3: stability lost at R = 2.7144 bohr
quartic pair (unit mass and frequency, g = 0.2 a.u.):
  c = 0.2 a.u.: exact -0.00203387, RPA -0.00203598 hartree
  c = 0.1 a.u.: exact -0.00050742, RPA -0.00050755 hartree
  RPA error: -2.1015e-06 (c=0.2), -1.3004e-07 (c=0.1) hartree
  ratio of the two errors = 16.161 (no unit)
  g = 0, c = 0.2 a.u.: exact -0.00506385, RPA -0.00506385 hartree
```
